# Triangular pits that compensate the polar Zn-terminated ZnO(0001) surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: atoms, bonds and electrons

Zinc oxide in the wurtzite structure is a stack of bilayers along the \(c\) axis. Each bilayer holds a plane of Zn and, slightly below it, a plane of O. On the Zn-terminated (0001) face the uppermost plane is Zn. A perfect face of this kind is polar: its outer plane carries a charge that the stack beneath does not balance. One way to remove the imbalance is to take away more Zn than O. This problem treats triangular pits, one bilayer deep, that do so.

**Structure.** Let \(a\) and \(c\) be the lattice constants, and let

\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \mathbf t=\tfrac13(\mathbf a_1+\mathbf a_2).
\]

The two lattice vectors make an angle of 60°. Write \(\mathbf R_{ij}=i\mathbf a_1+j\mathbf a_2\) with integers \(i,j\). Depth is measured downwards from the outermost plane, and \(uc\) is the length of the Zn–O bond parallel to the \(c\) axis. The first planes are:

- Zn of bilayer 1: lateral positions \(\mathbf R_{ij}\), depth 0.
- O of bilayer 1: lateral positions \(\mathbf R_{ij}+\mathbf t\), depth \((\tfrac12-u)c\).
- Zn of bilayer 2: lateral positions \(\mathbf R_{ij}+\mathbf t\), depth \(\tfrac12c\).
- O of bilayer 2: lateral positions \(\mathbf R_{ij}\), depth \(\tfrac12c+(\tfrac12-u)c\).

The pattern then repeats with period \(c\). A surface site means one cell spanned by \(\mathbf a_1\) and \(\mathbf a_2\). It holds one Zn and one O of each bilayer.

**The pit.** A pit of side \(n\) is made in two moves. First, all top Zn atoms with

\[
i\ge0,\qquad j\ge0,\qquad i+j\le n-1
\]

are removed. They form a triangle with \(n\) atoms along each side. Second, every O of the same bilayer that has lost all its Zn neighbours in that bilayer is removed too, since it would hang on a single bond. The atoms that remain are kept at their bulk positions. The side \(n\) counts removed Zn atoms; a count of removed O atoms along the side would give \(n-1\).

### (a) Which atoms are bonded to each other?

Find the neighbours of an O atom of bilayer 1 and of a top Zn atom. For which \(c/a\) and \(u\) are the four bonds of each bulk atom equal in length and tetrahedral in direction?

**Solution.** Take the O atom at \(\mathbf R_{ij}+\mathbf t\) and call it O\((i,j)\). The lateral vectors from it to the Zn atoms at \((i,j)\), \((i+1,j)\) and \((i,j+1)\) are

\[
-\mathbf t,\qquad \mathbf a_1-\mathbf t,\qquad \mathbf a_2-\mathbf t .
\]

Because \(\mathbf a_1\cdot\mathbf a_2=a^2/2\), the first has the squared length

\[
|\mathbf t|^2=\tfrac19\left(a^2+a^2+2\cdot\tfrac{a^2}{2}\right)=\tfrac{a^2}{3}.
\]

The point \(\mathbf t\) is the centre of the equilateral triangle with corners \(0,\mathbf a_1,\mathbf a_2\), so the other two vectors have the same length. Hence O\((i,j)\) is bonded to

\[
\text{Zn}(i,j),\qquad \text{Zn}(i+1,j),\qquad \text{Zn}(i,j+1)
\tag{1}
\]

in its own bilayer. Its fourth bond goes straight down to the Zn of bilayer 2, which lies at the same lateral position and at the distance \(\tfrac12c-(\tfrac12-u)c=uc\).

Reading (1) backwards, the top atom Zn\((i,j)\) is bonded to O\((i,j)\), O\((i-1,j)\) and O\((i,j-1)\). Its fourth bond, pointing out of the crystal, is missing. This is the dangling bond of the perfect surface, one per site.

The three slanted bonds have squared length \(a^2/3+(\tfrac12-u)^2c^2\), and the vertical one has \(u^2c^2\). In a regular tetrahedron the three slanted bonds have a vertical component equal to one third of the bond length, so

\[
\tfrac12-u=\tfrac u3\quad\Rightarrow\quad u=\tfrac38 .
\]

Equal lengths then require

\[
\frac{a^2}{3}=\left(\frac{9}{64}-\frac{1}{64}\right)c^2=\frac{c^2}{8}
\quad\Rightarrow\quad \frac ca=\sqrt{\frac83}.
\]

These are the ideal values. The list of neighbours, on which the counting below rests, is unchanged by small departures from them.

### (b) Show that the pit removes \(n\) more Zn than O

**Solution.** The row with index \(j\) contains the removed Zn atoms \(i=0,\dots,n-1-j\), which are \(n-j\) atoms. Summed over the rows,

\[
N_{\rm Zn}=\sum_{j=0}^{n-1}(n-j)=\frac{n(n+1)}2 .
\tag{2}
\]

By (1), O\((i,j)\) is removed when the three pairs \((i,j)\), \((i+1,j)\) and \((i,j+1)\) all lie in the triangle. The first pair demands \(i\ge0\) and \(j\ge0\). The other two have the index sum \(i+j+1\), which must not exceed \(n-1\). The removed O atoms are therefore those with

\[
i\ge0,\qquad j\ge0,\qquad i+j\le n-2 .
\]

This is the same kind of triangle with side \(n-1\), so

\[
N_{\rm O}=\frac{n(n-1)}2 .
\tag{3}
\]

The difference is

\[
N_{\rm Zn}-N_{\rm O}=\frac n2\left[(n+1)-(n-1)\right]=n .
\tag{4}
\]

For \(n=1\) the pit is a single Zn vacancy. For \(n=3\) it has lost 6 Zn and 3 O. The area of the pit grows as \(n^2\), but its interior loses Zn and O in equal numbers. The excess comes from the boundary and grows with its length.

### (c) What do the edges and the floor look like?

Show that the edges expose O but no additional Zn dangling bonds, and count all dangling bonds in a region of \(N\) sites that contains one pit. What changes if the Zn triangle points the other way?

**Solution.** Each removed Zn had three bonds, all to O atoms of its own bilayer. Each removed O had three bonds to removed Zn. The number of bonds cut between removed Zn and remaining O is thus

\[
3\,\frac{n(n+1)}2-3\,\frac{n(n-1)}2=3n .
\]

To see how they are shared out, use (1) along the three sides of the triangle:

- O\((i,j)\) with \(i,j\ge0\) and \(i+j=n-1\) has lost Zn\((i,j)\). Its other two Zn have index sum \(n\) and remain.
- O\((-1,j)\) with \(0\le j\le n-1\) has lost Zn\((0,j)\). Its other two Zn have first index \(-1\) and remain.
- O\((i,-1)\) with \(0\le i\le n-1\) has lost Zn\((i,0)\). Its other two Zn have second index \(-1\) and remain.

Each group has \(n\) members, and no atom belongs to two groups. The \(3n\) cut bonds therefore fall on \(3n\) different O atoms, each of which keeps three of its four bonds.

A remaining top Zn could lose a bond through the removal of a neighbouring O. But an O was removed when all three of its top Zn neighbours were gone, so no remaining top Zn was attached to it. The edge is O-terminated in this definite sense.

On the floor, each removed O leaves one Zn of bilayer 2 with a dangling bond pointing upwards. This gives \(n(n-1)/2\) new Zn dangling bonds. The \(n(n+1)/2\) removed Zn take their own dangling bonds away. In the region of \(N\) sites,

\[
D_{\rm Zn}=N-\frac{n(n+1)}2+\frac{n(n-1)}2=N-n,\qquad D_{\rm O}=3n .
\tag{5}
\]

The floor is again a Zn-terminated surface. Counting bonds by interatomic distance in an ideal slab with \(14\times14\) sites gives the numbers (2) to (5) for every \(n\) from 1 to 7.

Now let the triangle point the other way: remove Zn\((-i,-j)\) with \(i,j\ge0\) and \(i+j\le n-1\), and again every O that has lost its three bilayer neighbours. For O\((p,q)\) to be removed, (1) requires \(p+1\le0\), \(q+1\le0\) and \(p+q\ge-(n-1)\). With \(p=-1-r\) and \(q=-1-s\) this becomes

\[
r\ge0,\qquad s\ge0,\qquad r+s\le n-3 ,
\]

a triangle of side \(n-2\) with \((n-1)(n-2)/2\) atoms. The excess is

\[
\frac{n(n+1)}2-\frac{(n-1)(n-2)}2=\frac{4n-2}{2}=2n-1 .
\]

For \(n\ge2\) some edge O atoms have now lost two neighbours. An example is O\((-1,0)\), whose neighbours Zn\((-1,0)\) and Zn\((0,0)\) are both gone. For \(n=3\) the excess is 5, not 3. The result (4) therefore belongs to one of the two orientations, the one whose edge O atoms all keep three bonds. The reversed triangle also exposes no additional Zn dangling bonds, but for \(n\ge2\) some of its edge O atoms keep only two bonds.

### (d) Which pit density compensates the surface?

Use electron counting. A Zn atom brings 2 valence electrons for four bonds, and an O atom brings 6. Assume that the O dangling states lie low and can all be filled, that the Zn dangling states lie high and can all be empty, and that nothing else, such as hydrogen, is adsorbed. Find the number of sites per pit at which the surface is insulating, and from it the number of pits per area.

**Solution.** Per bond, Zn contributes \(2/4=\tfrac12\) electron and O contributes \(6/4=\tfrac32\). Together they make the two electrons of an intact bond. When a bond is missing, a Zn dangling state starts with \(\tfrac12\) electron and an O dangling state with \(\tfrac32\).

Filling an O dangling state takes two electrons. The number left over after all O states are filled is, with (5),

\[
S=\tfrac12D_{\rm Zn}+\tfrac32D_{\rm O}-2D_{\rm O}
=\tfrac12(N-n)-\tfrac12(3n)=\tfrac12(N-4n).
\tag{6}
\]

For \(S>0\) electrons must occupy the high Zn states. For \(S<0\) some O states stay partly empty. Both cases leave a partly filled band in this counting. The balanced case is

\[
S=0\quad\Rightarrow\quad N=4n .
\tag{7}
\]

There is a second way to read (6). The perfect surface has \(N/2\) electrons too many. Each neutral Zn removed in excess of O takes 2 valence electrons with it, so \(n\) of them remove \(2n\). Setting \(N/2=2n\) gives (7) again. The details of the edge drop out: what matters for the charge is the net number of removed Zn. The same balance would therefore hold for the reversed triangle with its own excess, at \(N=4(2n-1)\).

The area of one site is

\[
A=|\mathbf a_1\times\mathbf a_2|=\frac{\sqrt3}{2}a^2,
\]

so there are \(N_s=1/A=2/(\sqrt3a^2)\) sites per area. One pit per \(4n\) sites means the density

\[
\rho=\frac{N_s}{4n}=\frac{1}{2\sqrt3\,n\,a^2}.
\tag{8}
\]

If pits of several sides are present with densities \(\rho_n\), their excesses add:

\[
\sum_n n\,\rho_n=\frac{N_s}{4}.
\tag{9}
\]

The total density is then \(N_s/(4\bar n)\), where \(\bar n\) is the mean side. The condition fixes the total side length per area. It does not select a size: many small pits and fewer large ones compensate equally well. An edge energy proportional to the side length would not distinguish them either; other contributions, such as energies of corners and interactions between pits, are not treated here.

## Second half: electrostatics, available room and numbers

The symbols carried over are these. A pit of side \(n\) removes \(n(n+1)/2\) Zn and \(n(n-1)/2\) O, a net \(n\) Zn, and leaves \(3n\) edge O atoms that have each lost one neighbour. O\((i,j)\) is bonded to the top atoms Zn\((i,j)\), Zn\((i+1,j)\) and Zn\((i,j+1)\). The site area is \(A=\sqrt3a^2/2\), and \(N_s=1/A\). The vertical bond has length \(uc\), with \(u=3/8\) in the ideal structure. Electron counting requires one pit per \(4n\) sites. The net number of removed Zn per site is called \(\theta\), so this condition reads \(\theta=1/4\).

### (e) Does electrostatics demand the same removal?

Treat the crystal as planes of rigid ions with charges \(\pm2e\), averaged over the plane. Let a fraction \(x\) of the top Zn and a fraction \(y\) of the first O plane be missing, with \(\theta=x-y\). The opposite, O-terminated face lacks a fraction \(\theta\) of its last O plane, so that the slab is neutral. There is no external field. Find the \(\theta\) at which the potential difference across the slab stops growing with thickness.

**Solution.** Let \(\sigma_0=2e/A\). By Gauss's law, the field between two planes, counted positive when it points into the crystal, is the total charge per area above that gap divided by \(\varepsilon_0\). In units of \(\sigma_0\), this charge is

\[
\begin{aligned}
\text{below the top Zn:}&\quad 1-x,\\
\text{below the first O:}&\quad (1-x)-(1-y)=-\theta,\\
\text{below the next Zn:}&\quad -\theta+1=1-\theta,\\
\text{below the next O:}&\quad (1-\theta)-1=-\theta .
\end{aligned}
\]

From the second line on, the values \(-\theta\) and \(1-\theta\) alternate. The first belongs to gaps of width \(uc\), the second to gaps of width \((\tfrac12-u)c\). One more bilayer adds one gap of each kind, and the potential drop grows by

\[
\Delta\phi=\frac{\sigma_0c}{\varepsilon_0}\left[-\theta u+(1-\theta)\left(\tfrac12-u\right)\right].
\]

In the bracket the terms \(-\theta u\) and \(+\theta u\) cancel, which leaves

\[
\Delta\phi=\frac{\sigma_0c}{2\varepsilon_0}\left[(1-2u)-\theta\right].
\tag{10}
\]

The growth stops at

\[
\theta=1-2u .
\tag{11}
\]

For \(u=3/8\) this is \(1/4\), in agreement with electron counting. The separate fractions \(x\) and \(y\) do not appear in (10). They affect the first gap, and so a potential offset at the surface, but not the growth with thickness. Removing complete ZnO pairs therefore cannot cure the polar instability.

For \(u\ne3/8\) the two criteria differ. Electron counting keeps \(\theta=1/4\), because it counts bonds and not distances. In the point-charge model the surface then carries too much negative charge by

\[
\Delta\sigma=\sigma_0\left[\tfrac14-(1-2u)\right]=2\sigma_0\left(u-\tfrac38\right)
\tag{12}
\]

when \(u>3/8\). This leftover is the model's estimate of the polarization that wurtzite has relative to the ideal tetrahedral structure. It replaces the real electronic charge distribution by formal charges, so it gives a size and not a precise value. Part (h) evaluates its consequences.

### (f) Is there room for the pits on one terrace?

Assume first that no edge O is shared by two pits. Which sides \(n\) can then compensate the surface with pits of one size? What possibilities remain for larger pits?

Electron counting requires one pit of side \(n\) per \(4n\) sites, a net loss of one quarter Zn per site, and the rigid-ion model agrees at \(u=3/8\). It remains to find which pits fit on the surface, to put numbers to their density, and to estimate the neglected effects.
